# Relativistic specific mass shift: matrix elements between Dirac orbitals, part 1

(Sections cited here and not found follow in the later parts.)

## 1. Definitions and conventions

Hartree atomic units are used, with $c = 137.035999$. The nucleus is a point charge $Z$ of mass $M$, measured in electron masses, and $z = Z/c = \alpha Z$. The unit vector along $\mathbf r$ is $\mathbf n$, and $[j] = 2j+1$.

The recoil operator, to first order in $1/M$ and to relative order $z^2$, acting between positive-energy electron states, is taken as given:

$$H_{\rm MS} = \frac{1}{2M}\sum_{i,j}\left[\mathbf p_i\cdot\mathbf p_j - 2\,\mathbf D_i\cdot\mathbf p_j\right],\qquad \mathbf D = \frac{z}{2r}\left[\boldsymbol\alpha + (\boldsymbol\alpha\cdot\mathbf n)\,\mathbf n\right].$$

In the centre-of-mass frame the nucleus has momentum $-\sum_j\mathbf p_j$, and the first term is its kinetic energy. The second is the Breit (Darwin) interaction of an electron with the moving nucleus. For charges $q_1,q_2$ that interaction is $-\frac{q_1q_2}{2c^2r}[\mathbf v_1\cdot\mathbf v_2 + (\mathbf v_1\cdot\mathbf n)(\mathbf v_2\cdot\mathbf n)]$. With $q_1q_2=-Z$ and $\mathbf v_1 = c\boldsymbol\alpha_i$ it equals $\mathbf D_i\cdot\mathbf v_N$, and $\mathbf v_N = -\sum_j\mathbf p_j/M$ gives the term written above.

The terms $i=j$ form the normal mass shift. The terms $i\ne j$ form the specific mass shift (SMS). Each pair occurs twice, as $(i,j)$ and $(j,i)$, and operators of different electrons commute, so

$$H_{\rm SMS} = \frac1M\sum_{i<j}h_{ij},\qquad h_{12} = \mathbf p_1\cdot\mathbf p_2 - \mathbf D_1\cdot\mathbf p_2 - \mathbf p_1\cdot\mathbf D_2 .$$

A matrix element of $\sum_{i<j}h_{ij}$ is called $K$, in units of $E_h m_e$, so that the energy is $K/M$. For hydrogenic orbitals $p\sim Z$, $1/r\sim Z$ and $\langle\boldsymbol\alpha\rangle\sim v/c\sim z$, so $D\sim z^2Z$ and the $D$ terms are of relative order $z^2$. A term $\mathbf D_1\cdot\mathbf D_2$ would be of relative order $z^4$ and is not part of the operator.

Orbitals are

$$\psi_{a} = \frac1r\begin{pmatrix}P_a(r)\,\Omega_{\kappa_a m}\\ iQ_a(r)\,\Omega_{-\kappa_a m}\end{pmatrix},\qquad \boldsymbol\alpha=\begin{pmatrix}0&\boldsymbol\sigma\\ \boldsymbol\sigma&0\end{pmatrix},$$

with $P$, $Q$ real. Here $\kappa=-(l+1)$ for $j=l+\frac12$ and $\kappa=l$ for $j=l-\frac12$, so $|\kappa| = j+\frac12$. The spinors are coupled in the order $(l,\frac12)j$ with Condon–Shortley phases:

$$\kappa<0:\quad \Omega_{\kappa m}=\begin{pmatrix}\sqrt{\frac{l+m+1/2}{2l+1}}\,Y_{l,m-1/2}\\ \sqrt{\frac{l-m+1/2}{2l+1}}\,Y_{l,m+1/2}\end{pmatrix},\qquad \kappa>0:\quad \Omega_{\kappa m}=\begin{pmatrix}-\sqrt{\frac{l-m+1/2}{2l+1}}\,Y_{l,m-1/2}\\ \sqrt{\frac{l+m+1/2}{2l+1}}\,Y_{l,m+1/2}\end{pmatrix}.$$

The square roots are the coefficients $\langle l,m-\mu,\frac12,\mu|jm\rangle$. A vector has spherical components $T_0=T_z$, $T_{\pm1}=\mp(T_x\pm iT_y)/\sqrt2$, and $\mathbf T\cdot\mathbf U=\sum_q(-1)^qT_qU_{-q}$. The components of $\mathbf n$ are $C^1_q=\sqrt{4\pi/3}\,Y_{1q}$. The Wigner–Eckart theorem and the 3j symbol are

$$\langle jm|T_q|j'm'\rangle=(-1)^{j-m}\begin{pmatrix}j&1&j'\\-m&q&m'\end{pmatrix}\langle j\|T\|j'\rangle,$$

$$\langle j_1m_1j_2m_2|JM\rangle=(-1)^{j_1-j_2+M}\sqrt{[J]}\begin{pmatrix}j_1&j_2&J\\m_1&m_2&-M\end{pmatrix}.$$

A 3j symbol is unchanged by a cyclic permutation of columns and acquires $(-1)^{j_1+j_2+j_3}$ under an odd permutation or under reversal of all $m$. Its square summed over two of the $m$ at fixed $m_1$ is $1/[j_1]$, and summed over all three it is 1.

## 2. The simplest case: nonrelativistic $1s^22p$

For $c\to\infty$ only $\mathbf p_1\cdot\mathbf p_2$ remains. Take one determinant with $1s\uparrow$, $1s\downarrow$ and $2p_0\uparrow$. For a pair of occupied spin orbitals the contribution is $\langle ab|h|ab\rangle-\langle ab|h|ba\rangle$. The direct term is $\langle a|\mathbf p|a\rangle\cdot\langle b|\mathbf p|b\rangle$, which vanishes because $\mathbf p$ is odd under inversion and each orbital has definite parity. The exchange term vanishes for $1s$–$1s$ by parity and for opposite spins by spin orthogonality. One term is left, and because $\mathbf p$ is Hermitian,

$$K=-\sum_{x}\langle 2p_0|p_x|1s\rangle\langle 1s|p_x|2p_0\rangle=-\sum_x|\langle 2p_0|p_x|1s\rangle|^2 .$$

The hydrogenic radial functions are $P_{1s}=2Z^{3/2}re^{-Zr}$ and $P_{2p}=Z^{5/2}r^2e^{-Zr/2}/(2\sqrt6)$. Since $\nabla e^{-Zr}=-Z\mathbf n\,e^{-Zr}$, the gradient element is an angular element of $\mathbf n$ times

$$V=-Z\int_0^\infty P_{2p}P_{1s}\,dr=-\frac{Z^5}{\sqrt6}\int_0^\infty r^3e^{-3Zr/2}dr=-\frac{Z^5}{\sqrt6}\,\frac{3!}{(3Z/2)^4}=-\frac{32}{27\sqrt6}Z=-0.483850\,Z .$$

Only $n_z=\cos\theta$ connects $Y_{00}$ with $Y_{10}$, and $\langle Y_{10}|\cos\theta|Y_{00}\rangle=\frac{\sqrt3}{4\pi}\int\cos^2\theta\,d\Omega=1/\sqrt3$. Therefore

$$K_{\rm nr}=-\frac{V^2}{3}=-\frac{1024}{729\cdot 6\cdot 3}Z^2=-\frac{512}{6561}Z^2=-0.078037\,Z^2 .$$

The sign is physical. Electrons of parallel spin are kept apart in momentum space by the exclusion principle, their momenta tend to be opposed, and the nucleus recoils less than it would for uncorrelated electrons. Three features of this case persist in general: the operator factorizes into one-electron vectors, each of these connects only opposite parities, and each is an element of $\mathbf n$ times one radial integral.

The gradient between arbitrary $l$ follows from a commutator. For a Cartesian coordinate, $\nabla^2(x_iF)=x_i\nabla^2F+2\partial_iF$, so $\nabla_q=\frac12[\nabla^2,rC^1_q]$. Let $\chi_a$, $\chi_c$ be angular functions (with or without spin) that are eigenfunctions of $L^2$, and let $F=r^{-1}P_c\chi_c$. Because $\nabla^2=r^{-1}\partial_r^2\,r-L^2/r^2$ and $L^2$ is Hermitian on the sphere, projection on $\chi_a$ replaces $L^2$ by $l_a(l_a+1)$ in the first term of the commutator, while in the second it acts on $\chi_c$:

$$\int d\Omega\,\chi_a^\dagger\nabla_qF=\frac{\langle\chi_a|C^1_q|\chi_c\rangle}{2r}\left[(rP_c)''-\frac{l_a(l_a+1)}{r}P_c-rP_c''+\frac{l_c(l_c+1)}{r}P_c\right].$$

With $(rP_c)''-rP_c''=2P_c'$, multiplication by $r^{-1}P_a$ and integration with $r^2dr$ give

$$\langle a|\nabla_q|c\rangle=\langle\chi_a|C^1_q|\chi_c\rangle\int_0^\infty P_a\left[\frac{d}{dr}-\frac{l_a(l_a+1)-l_c(l_c+1)}{2r}\right]P_c\,dr. \tag{1}$$

Test: for $l_a=1$, $l_c=0$ the bracket is $d/dr-1/r$, and $(d/dr-1/r)\,re^{-Zr}=-Z\,re^{-Zr}$, which reproduces $V$ above.

## 3. Spinor harmonics and the one angular factor

From $J^2=L^2+\boldsymbol\sigma\cdot\mathbf L+\frac34$, the eigenvalue of $\boldsymbol\sigma\cdot\mathbf L$ is $j(j+1)-l(l+1)-\frac34$, which is $l$ for $j=l+\frac12$ and $-(l+1)$ for $j=l-\frac12$. Both cases are

$$\boldsymbol\sigma\cdot\mathbf L\,\Omega_{\kappa m}=-(\kappa+1)\,\Omega_{\kappa m},\qquad l(l+1)=\kappa(\kappa+1). \tag{2}$$

The second relation is checked by inserting $\kappa=l$ and $\kappa=-l-1$. The small component has $-\kappa$, so its value of $l(l+1)$ is $\kappa(\kappa-1)$.

On the positive $z$ axis $Y_{lm}=\delta_{m0}\sqrt{(2l+1)/4\pi}$. The explicit spinors then vanish unless $m=\pm\frac12$, and with $s=\operatorname{sgn}\kappa$ and spin functions $\chi_\pm$,

$$\Omega_{\kappa,1/2}(\hat{\mathbf z})=-s\sqrt{\frac{|\kappa|}{4\pi}}\,\chi_+,\qquad \Omega_{\kappa,-1/2}(\hat{\mathbf z})=+\sqrt{\frac{|\kappa|}{4\pi}}\,\chi_- . \tag{3}$$

The operator $\boldsymbol\sigma\cdot\mathbf n$ commutes with $\mathbf J$ and is odd under inversion. It therefore sends $\Omega_{\kappa m}$ to the only other function with the same $j,m$, namely $\Omega_{-\kappa m}$, times a constant independent of $m$. On the $z$ axis with $m=-\frac12$, $\sigma_z\chi_-=-\chi_-$, and by (3) the two spinors coincide there, so

$$(\boldsymbol\sigma\cdot\mathbf n)\,\Omega_{\kappa m}=-\Omega_{-\kappa m}. \tag{4}$$

Define $C_{ac}=\langle\kappa_a\|C^1\|\kappa_c\rangle$. Multiply the Wigner–Eckart relation by its own phase and 3j symbol and sum over $m_a,q,m_c$; the squares sum to 1, so

$$C_{ac}=\int d\Omega\,F(\mathbf n),\qquad F=\sum_{m_aqm_c}(-1)^{j_a-m_a}\begin{pmatrix}j_a&1&j_c\\-m_a&q&m_c\end{pmatrix}\Omega^\dagger_{\kappa_am_a}C^1_q\,\Omega_{\kappa_cm_c}.$$

Under a rotation the three factors transform with the matrices of ranks $j_a$ (conjugated), 1 and $j_c$, the spin rotation cancels between $\Omega^\dagger$ and $\Omega$, and the 3j symbol couples the three to zero. Hence $F$ is constant on the sphere and $C_{ac}=4\pi F(\hat{\mathbf z})$. There $C^1_q=\delta_{q0}$, and two terms remain. By (3) the term $m_a=m_c=-\frac12$ contributes

$$t_-=(-1)^{j_a+1/2}\begin{pmatrix}j_a&1&j_c\\ \frac12&0&-\frac12\end{pmatrix}\sqrt{|\kappa_a||\kappa_c|}.$$

The term $m=+\frac12$ differs by $-1$ from the phase, by $(-1)^{j_a+j_c+1}$ from reversing the $m$, and by $s_as_c$ from (3), so $t_+/t_-=(-1)^{j_a+j_c}s_as_c$. Now $j=l-s/2$, and $(-1)^{(s_a+s_c)/2}$ is $-1$ for equal signs and $+1$ for opposite signs, that is $-s_as_c$. Thus $t_+/t_-=-(-1)^{l_a+l_c}$. The terms cancel for $l_a+l_c$ even and double for $l_a+l_c$ odd. With $2\sqrt{|\kappa_a||\kappa_c|}=\sqrt{[j_a][j_c]}$,

$$C_{ac}=(-1)^{j_a+1/2}\sqrt{[j_a][j_c]}\begin{pmatrix}j_a&1&j_c\\ \frac12&0&-\frac12\end{pmatrix}\quad(l_a+l_c\ \text{odd}),\qquad C_{ac}=0\ \text{otherwise}. \tag{5}$$

Two properties are needed. First, by (4), $\Omega^\dagger_{-\kappa_a}C^1_q\Omega_{-\kappa_c}=\Omega^\dagger_{\kappa_a}(\boldsymbol\sigma\cdot\mathbf n)C^1_q(\boldsymbol\sigma\cdot\mathbf n)\Omega_{\kappa_c}$, and since $C^1_q$ is a number at each point and $(\boldsymbol\sigma\cdot\mathbf n)^2=1$,

$$\langle-\kappa_a\|C^1\|-\kappa_c\rangle=C_{ac}. \tag{6}$$

Second, exchanging the outer columns and reversing the $m$ each give $(-1)^{j_a+j_c+1}$, so the 3j symbol in (5) is symmetric in $a\leftrightarrow c$ and $C_{ca}=(-1)^{j_a-j_c}C_{ac}$.

For $p_j$–$s_{1/2}$, a cyclic permutation turns the 3j symbol into $\begin{pmatrix}1&\frac12&j\\0&-\frac12&\frac12\end{pmatrix}=\langle1\,0\,\frac12,-\frac12|j,-\frac12\rangle/\sqrt{[j]}$, and the coefficient is the lower square root of $\Omega_{\kappa,-1/2}$ with $l=1$: $\sqrt{1/3}$ for $j=\frac12$ and $\sqrt{2/3}$ for $j=\frac32$. Both 3j symbols equal $1/\sqrt6$. Writing $C_j$ for $C_{ac}$ with $a=p_j$, $c=s_{1/2}$,

$$C_{1/2}=-\frac{2}{\sqrt6}=-0.816497,\qquad C_{3/2}=+\sqrt{\frac86}=1.154701 .$$

Test: by (4), $\Omega_{1,1/2}=-(\boldsymbol\sigma\cdot\mathbf n)\chi_+/\sqrt{4\pi}$ has upper component $-\cos\theta/\sqrt{4\pi}$, so $\langle p_{1/2},\frac12|C^1_0|s,\frac12\rangle=-\frac13$. The theorem gives $\begin{pmatrix}\frac12&1&\frac12\\-\frac12&0&\frac12\end{pmatrix}C_{1/2}=\frac1{\sqrt6}\cdot\left(-\frac{2}{\sqrt6}\right)=-\frac13$. Also $C_j^2/[j]=\frac13$ for both $j$, the angular factor of section 2.

## 4. The momentum between Dirac orbitals

The momentum is diagonal in the upper and lower blocks. Equation (1) applies to each, with $l(l+1)$ from (2). In the lower block the factors $(i)^*(i)=1$ drop out and (6) gives the same angular factor as in the upper block. With $\mathbf p=-i\nabla$,

$$\langle a\|p\|c\rangle=-i\,C_{ac}V_{ac}, \tag{7}$$

$$V_{ac}=\int_0^\infty P_a\left[\frac d{dr}-\frac{\kappa_a(\kappa_a+1)-\kappa_c(\kappa_c+1)}{2r}\right]P_c\,dr+\int_0^\infty Q_a\left[\frac d{dr}-\frac{\kappa_a(\kappa_a-1)-\kappa_c(\kappa_c-1)}{2r}\right]Q_c\,dr .$$

This is the relativistic Vinti integral. The centrifugal pieces of the two parts differ. For $p_{1/2}$–$s_{1/2}$ the large part has $d/dr-1/r$, while the small part connects $l=0$ in the bra with $l=1$ in the ket and has $d/dr+1/r$.

Adding $V_{ac}$ and $V_{ca}$ cancels the $1/r$ terms and leaves a total derivative, $V_{ac}+V_{ca}=[P_aP_c+Q_aQ_c]_0^\infty=0$ for bound orbitals that vanish at the origin. So $V_{ca}=-V_{ac}$, which expresses that $\mathbf p$ is Hermitian. In the limit $z\to0$, $Q/P$ is of order $z$, the second integral is of relative order $z^2$, and $V$ returns to (1).

The relative sign of $P$ and $Q$ does not affect $V$ but will fix the sign of the $D$ terms, so the radial equations in the present convention are required. From $(\boldsymbol\sigma\cdot\mathbf a)(\boldsymbol\sigma\cdot\mathbf b)=\mathbf a\cdot\mathbf b+i\boldsymbol\sigma\cdot(\mathbf a\times\mathbf b)$,

$$\boldsymbol\sigma\cdot\mathbf p=(\boldsymbol\sigma\cdot\mathbf n)^2\boldsymbol\sigma\cdot\mathbf p=(\boldsymbol\sigma\cdot\mathbf n)\left(-i\partial_r+\frac{i}{r}\boldsymbol\sigma\cdot\mathbf L\right).$$

With (2), (4) and $\partial_r(P/r)+P/r^2=P'/r$, this gives $\boldsymbol\sigma\cdot\mathbf p\,\frac Pr\Omega_{\kappa m}=\frac ir\left(P'+\frac\kappa rP\right)\Omega_{-\kappa m}$. For $H=c\boldsymbol\alpha\cdot\mathbf p+(\beta-1)c^2+U$ with eigenvalue $\varepsilon$, the lower row reads $c\,\boldsymbol\sigma\cdot\mathbf p\,(\text{upper})=(\varepsilon+2c^2-U)(\text{lower})$ and the upper row $c\,\boldsymbol\sigma\cdot\mathbf p\,(\text{lower})=(\varepsilon-U)(\text{upper})$. In the upper row the factor $i\cdot i=-1$ appears and $\kappa\to-\kappa$:

$$P'+\frac\kappa rP=\left(2c+\frac{\varepsilon-U}{c}\right)Q,\qquad Q'-\frac\kappa rQ=-\frac{\varepsilon-U}{c}P. \tag{8}$$

For the hydrogenic $1s$ orbital, $P\propto r^\gamma e^{-Zr}$ with $\gamma=\sqrt{1-z^2}$ and $Q=qP$; the $1/r$ terms of the first equation give $\gamma-1=zq$, so $q=-z/(1+\gamma)$. In this convention $Q_{1s}$ is opposite in sign to $P_{1s}$.

The angular factor $C_{ac}$, the momentum element (7) and the radial equations (8), which fix the relative sign of $P$ and $Q$, are now established. What remains is to treat $\mathbf D$ in the same way, to combine the one-electron elements into many-electron matrix elements, and to test and apply the result.

All numerical values are calculated from the stated model.
